# k-grid convergence of the carrier density in small doping pockets

**How fine a k-grid must be for a small doping pocket**

Graphene at \(n=10^{12}\,\mathrm{cm^{-2}}\) has \(k_F=\sqrt{\pi n}=0.0177\) Å\(^{-1}\). The spacing \(h=|\mathbf b|/N\) of an \(N\times N\) grid equals \(k_F\) at \(N\approx166\), where a valley holds 3.6 points on average. Matching is far from convergence when the occupation is sharp: by a law averaged over its oscillation in \(N\), a 1% rms error over grid shifts needs \(N\approx1200\) at \(T=0\), for one valley (for the total \(n\) of both valleys this is an upper bound). With Fermi–Dirac occupation the error in the net density (electrons minus holes) falls as \(e^{-Na/\ell}\), \(\ell=\hbar v/\pi kT\), and the leading error term is bounded by 1% of \(n\) from \(N\approx183\) at 300 K and \(N\approx500\) at 77 K. For three-dimensional parabolic valleys \(k_F=(3\pi^2n/g_v)^{1/3}\) gives \(N\propto n^{-1/3}\) at \(T=0\), and nearly so at temperatures low enough that the supercell length \(Nd\) (\(d\) the nearest-neighbour lattice distance) is short against \(\hbar v_F/\pi kT\). Once thermal smearing controls the error, the thermal wavelength or \(\hbar v_F/\pi kT\) sets \(N\). All statements concern independent electrons in rigid bands, spin factor 2, well-separated pockets and the carrier density at fixed chemical potential \(\mu\).

## Back of the envelope

The model is nearest-neighbour graphene with parameters \(a=2.46\) Å and \(t=2.7\) eV, fixed here as model inputs rather than as measured values. With \(\mathbf a_1=a(1,0)\), \(\mathbf a_2=a(\tfrac12,\tfrac{\sqrt3}2)\), the condition \(\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}\) gives \(\mathbf b_1=\frac{2\pi}a(1,-\frac1{\sqrt3})\), \(\mathbf b_2=\frac{2\pi}a(0,\frac2{\sqrt3})\). So \(|\mathbf b|=4\pi/\sqrt3a=2.9493\) Å\(^{-1}\), and the cell area is \(A=\sqrt3a^2/2=5.2408\) Å\(^2\).

Two spins and two valleys fill discs of area \(\pi k_F^2\) at a density \(1/(2\pi)^2\) of states:
\[
n=\frac{4\pi k_F^2}{(2\pi)^2}=\frac{k_F^2}{\pi},\qquad k_F=\sqrt{\pi\times10^{-4}}=0.017725\ \text{Å}^{-1},\qquad N_{\rm match}=\frac{2.9493}{0.017725}=166.4 .
\]
Each grid point stands for a fraction \(1/N^2\) of the zone, so the grid describes a supercell with \(nAN^2\) carriers, whatever the dispersion. Here \(nA=5.241\times10^{-4}\), or 15 carriers at \(N=170\). Per spin and valley \(M=nAN^2/4\). At matching, \(M=\frac14\frac{k_F^2}{\pi}\frac{\sqrt3a^2}{2}\frac{16\pi^2}{3a^2k_F^2}=2\pi/\sqrt3=3.63\).

At \(T=0\) only points near the Fermi boundary are uncertain. There are of order \((k_F/h)^{D_s-1}\) of them in \(D_s\) dimensions. If they fall in or out at random, the relative error is \((k_F/h)^{(D_s-1)/2-D_s}\), which is \(N^{-3/2}\) in 2D and \(N^{-2}\) in 3D. At \(T>0\) the Fermi function has poles at \(E=\mu\pm i\pi kT\), a distance \(\pi kT/\hbar v\) off the real \(k\) axis, which suggests an error \(e^{-\pi kT\,Na/\hbar v}\).

## Controlled derivation: graphene

**Cone.** The bands are \(E=\pm t|1+e^{i\mathbf k\cdot\mathbf a_1}+e^{i\mathbf k\cdot\mathbf a_2}|\). At \(\mathbf K=(4\pi/3a,0)=(2\mathbf b_1+\mathbf b_2)/3\) the phases are \(1,w^2,w\) with \(w=e^{2\pi i/3}\), and they sum to zero. To first order in \(\mathbf q=\mathbf k-\mathbf K\) the sum is \(ia[(w^2+\tfrac w2)q_x+\tfrac{\sqrt3}2wq_y]\). Since \(w^2+\tfrac w2=-\tfrac{\sqrt3}2e^{i\pi/6}\) and \(w=ie^{i\pi/6}\), this is \(-i\tfrac{\sqrt3}{2}a\,e^{i\pi/6}(q_x-iq_y)\). Hence \(E=\pm cq\) with \(c=\hbar v=\sqrt3at/2=5.75\) eV Å (\(v=8.7\times10^5\) m/s) and \(E_F=ck_F=0.102\) eV. The next term of the sum is even in \(\mathbf q\) against an odd leading term. The relative correction to \(E\) (trigonal warping, order \(qa\)) is therefore odd in \(\mathbf q\) and drops out of the enclosed area at first order. Polar integration of the full-band contour gives \(E_F=0.10194\) eV against \(0.10195\) eV for the cone.

**Actual counts.** On a grid through \(\Gamma\), \(\mathbf K\) has grid coordinates \(N(\tfrac23,\tfrac13)\), and an offset \((x,y)\) has squared length \(h^2(x^2+y^2-xy)\). If 3 divides \(N\), \(\mathbf K\) is a grid point with six neighbours at \(h\). Otherwise three points lie at \(h/\sqrt3\) (offsets such as \((\tfrac23,\tfrac13)\)) and three at \(2h/\sqrt3\) (such as \((\tfrac23,-\tfrac23)\)). For \(N=165\), \(h=0.01787>k_F\) leaves one point per valley. For \(N=168\), \(h=0.01756<k_F\) gives seven. For \(N=170\), \(2h/\sqrt3=0.0200>k_F\) gives three. Counting on the full band finds 2, 14 and 6 points against means \(nAN^2/2=7.13\), 7.40 and 7.57, so \(n_N/n=0.28\), 1.89 and 0.79.

**Poisson formula.** Let \(\phi(\mathbf k)\) be the periodic occupation per spin and \(\mathbf k=\sum_i(m_i+s_i)\mathbf b_i/N\). Expand \(\phi=A\sum_{\mathbf R}\tilde F(\mathbf R)e^{-i\mathbf k\cdot\mathbf R}\), with \(\tilde F(\mathbf R)=\int_{BZ}\frac{d^2k}{(2\pi)^2}\phi\,e^{i\mathbf k\cdot\mathbf R}\). The geometric sums over \(m_i\) vanish unless both integer coordinates of the lattice vector are multiples of \(N\). Each pocket contributes \(e^{i\mathbf K_v\cdot\mathbf R}F_v(\mathbf R)\) to \(\tilde F\), where \(F_v\) is the transform in \(\mathbf q\). With \(\mathbf R=n_1\mathbf a_1+n_2\mathbf a_2\),
\[
n_N-n=2\sum_v\sum_{\mathbf R\ne0}e^{-2\pi i\,\mathbf s\cdot\mathbf n}\,e^{iN\mathbf K_v\cdot\mathbf R}F_v(N\mathbf R).
\]
The average over shifts \(\mathbf s\) is zero. For the cone both valleys have the same \(F\), and their phases combine to \(2\cos(N\mathbf K\cdot\mathbf R)\). This cosine is 1 for all \(\mathbf R\) if \(3|N\), and \(\cos(4\pi N/3)=-\tfrac12\) on the first shell otherwise.

**Sharp occupation.** The angular integral gives \(J_0\), and \(\int_0^{x}uJ_0\,du=xJ_1(x)\), so \(F(R)=k_FJ_1(k_FR)/2\pi R\) and \(F(0)=k_F^2/4\pi\). The shift phases are orthonormal on the unit square, so for one valley, with \(x=k_FNa\) and \(\rho=R/a\),
\[
\sigma^2=\Big\langle\Big(\frac{\delta M}{M}\Big)^2\Big\rangle_{\mathbf s}=\sum_{\mathbf R\neq0}\Big[\frac{2J_1(x\rho)}{x\rho}\Big]^2 .
\]
For two identical cones each term is multiplied by \(\cos^2(N\mathbf K\cdot\mathbf R)\), so \(\sigma\) is the total relative error for \(3|N\) and an upper bound on it otherwise. On the full band the two warped pockets are inverted images of each other, so their counts on a shifted grid differ even for \(3|N\). The total relative error is the mean of the two valley errors, so the single-valley \(\sigma\) bounds it for every \(N\). For \(3|N\) near \(N=1200\) the total lies about 12% below it. For large argument \(J_1^2(u)\simeq\frac{2}{\pi u}\cos^2(u-\tfrac{3\pi}4)\), which averages to \(1/\pi u\):
\[
\sigma\simeq\sqrt{4S_3/\pi}\;x^{-3/2},\qquad S_3=\sum\rho^{-3}=11.034 .
\]
The value follows from summing to \(\rho_c=200\) and adding the continuum tail \(\frac{2}{\sqrt3}\int_{\rho_c}^\infty2\pi\rho^{-2}d\rho=4\pi/\sqrt3\rho_c\). The constant is 3.748. This averaged law reaches one percent at \(x=374.8^{2/3}=52.0\), or \(N=52.0/0.04360\approx1190\). The rms itself oscillates about the law and last exceeds 1% near \(N=1360\).

**Fermi–Dirac occupation.** The partial-fraction expansion of \(\tanh\) gives \(f(\epsilon)=\tfrac12-\tfrac12\tanh\frac{\epsilon}{2kT}=\tfrac12-2kT\sum_{\omega>0}\frac{\epsilon}{\omega^2+\epsilon^2}\), with \(\omega=(2j+1)\pi kT\). Because \(\frac1{i\omega-\epsilon}+\frac1{-i\omega-\epsilon}=-\frac{2\epsilon}{\omega^2+\epsilon^2}\), this is \(f(E-\mu)=\tfrac12+kT\sum_\omega(z-E)^{-1}\) with \(z=\mu+i\omega\) and \(\pm\omega\) paired. The net density counts electrons minus holes, \(\phi=f(cq-\mu)+f(-cq-\mu)-1\). The constants cancel, and
\[
\frac1{z-cq}+\frac1{z+cq}=\frac{2z}{z^2-c^2q^2}=-\frac{2z}{c^2}\frac{1}{q^2+\kappa^2},\qquad\kappa=\frac{\omega-i\mu}{c}\quad(\omega>0),
\]
since \(c^2\kappa^2=-z^2\). The 2D transform of \(1/(q^2+\kappa^2)\) is the decaying Green function of \(-\nabla^2+\kappa^2\), namely \(K_0(\kappa R)/2\pi\) for \(\mathrm{Re}\,\kappa>0\). Negative \(\omega\) gives the complex conjugate, so
\[
F(R)=-\frac{2kT}{\pi c^2}\,\mathrm{Re}\sum_{\omega>0}zK_0(\kappa R).
\]
With \(K_0(u)\simeq\sqrt{\pi/2u}\,e^{-u}\), the slowest term decays as \(e^{-R/\ell}\), \(\ell=c/\pi kT\), which does not depend on doping. The first pole on the first shell (6 vectors, 2 spins, 2 valleys) is bounded by
\[
\mathcal E(N)=\frac{48\,kT}{\pi c^2n}\,|z_0K_0(\kappa_0Na)| .
\]
This term dominates when \(Na\) is several \(\ell\). For \(Na\ll\ell\) many poles contribute and the \(T=0\) law applies.

**Electrons alone.** The conduction occupation \(f(c|q|-\mu)=f_0-c|q|f_0(1-f_0)/kT+\dots\), with \(f_0=f(-\mu)\), has a cusp at the Dirac point. Differentiating \(\int_0^\infty J_0(qR)e^{-\epsilon q}dq=(\epsilon^2+R^2)^{-1/2}\) twice in \(\epsilon\) and setting \(\epsilon\to0\) gives \(\int q^2J_0\,dq\to-R^{-3}\). The transform of \(|q|\) is thus \(-1/2\pi R^3\), while even powers contribute only at \(R=0\). For \(3|N\) the leading error is \(+4cf_0(1-f_0)S_3/[2\pi kT(Na)^3]\), algebraic in \(N\). In the net density the hole cusp cancels it.

## Comparison: graphene

Counting points over 20000 random shifts, averaged over \(45\le x<45+4\pi\), gives a constant 3.745 against 3.748. At \(N=170\), \(x=7.412\), the single-valley count gives \(\sigma=0.137\) and the Bessel series 0.136, while the averaged law gives 0.186. The first shell has \(\cos^2(7.412-3\pi/4)=0.11\), below its mean \(\tfrac12\). The three unshifted grids above err by \(-72\%\), \(+89\%\) and \(-21\%\). On an unshifted grid all shift phases equal 1, so the terms of the Poisson sum add linearly instead of in quadrature as in \(\sigma^2\), and \(\sigma\) does not bound the error. The first shell alone gives only \(+9\%\), \(+15\%\) and \(-9\%\), because \(J_1\) is near a node. The rest comes from further shells. At 165 and 168 many of them are needed, because a ring of six grid points lies very close to the Fermi circle and the count jumps when the ring crosses it.

At 300 K, \(kT=0.02585\) eV and \(\ell=70.8\) Å, and quadrature of the net density with a root search gives \(\mu=0.09096\) eV. For \(N=168\): \(Na=413.3\) Å, \(|z_0|=\sqrt{0.09096^2+0.08121^2}=0.1219\) eV, \(|\kappa_0|Na=8.76\), \(|K_0|\approx\sqrt{\pi/17.52}\,e^{-5.84}=1.23\times10^{-3}\). The prefactor is \(48(0.02585)(0.1219)/(\pi\,5.752^2\times10^{-4})=14.6\), so \(\mathcal E\approx0.018\). The phase of \(z_0K_0\) is \(\arg z_0-\tfrac12\arg\kappa_0+\mu Na/c=0.73+0.42+6.54=7.69\), with cosine 0.17. The term is therefore about \(-0.003\), well inside its bound. Errors relative to \(n\) follow, with the full-band sums referred to a \(900\times900\) grid:

| \(N\) | full band | cone series | \(\mathcal E\) |
|---|---|---|---|
| 165 | −0.0060 | −0.0060 | 0.0200 |
| 168 | −0.0034 | −0.0034 | 0.0178 |
| 170 | −0.0004 | +0.0007 | 0.0166 |

The mismatch at 170 is allowed by symmetry. Warping adds \(\delta(\mathbf R)\), odd in \(\mathbf R\) at first order, and time reversal gives \(F_{-K}(\mathbf R)=F_K(-\mathbf R)\). The valley sum is then \(2F\cos\varphi+2i\delta\sin\varphi\) with \(\varphi=N\mathbf K\cdot\mathbf R\), and the second term vanishes only for \(3|N\).

Solving \(\mathcal E=0.01\) gives \(N=183\). At 77 K, \(\ell=275.9\) Å and \(N=498\), and cone grid sums at 168 and 170 err by \(+9.8\%\) and \(-12.2\%\). At 300 K and \(N=600\) the net density errs by \(2.3\times10^{-9}\), but the electrons alone by \(1.34\times10^{-4}\) of \(n\). The cusp term with \(f_0=0.9712\) is \(4(222.5)(0.02797)(11.034)/[2\pi(1476)^3]=1.36\times10^{-8}\) Å\(^{-2}\), or \(1.36\times10^{-4}\) of \(n\). If the temperature is only a numerical smearing, the fast convergence is toward the 300 K result and not the \(T=0\) one. At fixed \(n\), \(\mu\) moves from 0.102 to 0.091 eV; at fixed \(\mu=0.102\) eV, the net density comes out 21% too high.

## Doped semiconductors

Take an fcc lattice with round parameters \(a=5.5\) Å, \(m=0.1m_e\), and \(E=Dq^2\), \(D=\hbar^2/2m=38.10\) eV Å\(^2\). The primitive vectors \(\frac a2(0,1,1)\) and permutations give \(d=a/\sqrt2=3.889\) Å and \(V=a^3/4\). The reciprocal vectors \(\frac{2\pi}a(-1,1,1)\) and permutations give \(|\mathbf b|=2\pi\sqrt3/a=1.9787\) Å\(^{-1}\). State counting, \(n=2g_v\frac{4\pi}3k_F^3/(2\pi)^3\), gives \(k_F=(3\pi^2n/g_v)^{1/3}\). At matching \(M=\frac{k_F^3}{6\pi^2}\frac{a^3}4\big(\frac{2\pi\sqrt3}{ak_F}\big)^3=\pi\sqrt3=5.44\). The Poisson formula carries over with \(A\to V\). Below, \(g_v=1\); the \(T=0\) results are averages over shifts, and at \(T>0\) the valley centre is a grid point.

**\(T=0\).** \(F=\int_0^{k_F}\frac{q^2dq}{2\pi^2}\frac{\sin qR}{qR}=\frac{\sin u-u\cos u}{2\pi^2R^3}\), \(u=k_FR\), and \(F(0)=k_F^3/6\pi^2\). The ratio tends to \(-3\cos u/u^2\), with mean square \(9/2u^4\). So \(\sigma\simeq\sqrt{9S_4/2}\,x^{-2}\), \(x=k_FNd\), where \(S_4=\sum(d/R)^4=25.338\) (sum to \(R=30d\) plus tail \(4\pi\sqrt2/30\)). The constant is 10.68, against 10.60 from counting over 6000 random shifts in \(27\le x<27+4\pi\). The averaged law reaches one percent at \(x=\sqrt{1068}=32.7\), the value used in the table below. The rms itself oscillates about the law and last exceeds 1% near \(x=35\). At matching \(x=|\mathbf b|d=7.695\), and counting gives \(\sigma=0.114\) against 0.116 from the unaveraged series.

**\(T>0\).** Now \((z-Dq^2)^{-1}=-D^{-1}(q^2+\kappa^2)^{-1}\), \(\kappa=\sqrt{-z/D}\) with \(\mathrm{Re}\,\kappa>0\). The 3D transform is \(e^{-\kappa R}/4\pi R\), and the constant \(\tfrac12\) contributes only at \(R=0\):
\[
F(R)=-\frac{kT}{2\pi RD}\,\mathrm{Re}\sum_{\omega>0}e^{-\kappa R},\qquad \mathrm{Re}\,\kappa=\sqrt{\frac{|z|-\mu}{2D}},\quad|\mathrm{Im}\,\kappa|=\sqrt{\frac{|z|+\mu}{2D}} .
\]
The bound on the first pole and twelve neighbours is \(\mathcal E=24kT\,e^{-\mathrm{Re}\kappa_0Nd}/(2\pi NdDn)\). For \(\mu\gg\pi kT\), \(|z_0|-\mu\simeq(\pi kT)^2/2\mu\), so \(\mathrm{Re}\,\kappa_0\simeq\pi kT/2Dk_F=\pi kT/\hbar v_F\). The decay length grows as \(n^{1/3}\), while the prefactor \(1/n\) enters \(N\) only through a logarithm.

For \(\eta=\mu/kT<0\), expand \(f=\sum_j(-1)^{j+1}e^{j\eta}e^{-jE/kT}\). Each term is a Gaussian with transform \((j\lambda^2)^{-3/2}e^{j\eta}e^{-\pi R^2/j\lambda^2}\), \(\lambda^2=4\pi D/kT=2\pi\hbar^2/mkT\). The \(j=1\) term gives a relative error \(12e^{-\pi(Nd/\lambda)^2}\), independent of \(n\). With \(\lambda=136.1\) Å at 300 K, 1% needs \(N=(136.1/3.889)\sqrt{\ln1200/\pi}=52.6\). The \(j=2\) term has relative size \(2^{-3/2}e^{\eta}e^{\pi R^2/2\lambda^2}\) and opposite sign. At \(10^{16}\,\mathrm{cm^{-3}}\) (\(\eta=-0.1130/0.02585=-4.37\)) this is \(0.354\times0.0126\times\sqrt{1200}\approx0.15\), and it grows with \(R\), so the Gaussian law fails at high accuracy.

In the last column, \(N\) is the smallest value from which all explicit grid sums up to \(N=149\) are within 1% of \(n\), with \(\mu\) from quadrature.

| \(n\) (cm\(^{-3}\)) | \(k_F\) (Å\(^{-1}\)) | match | 1% rms, 0 K | 1%, 300 K |
|---|---|---|---|---|
| \(10^{16}\) | 0.00667 | 297 | 1261 | 53 |
| \(10^{18}\) | 0.03094 | 64 | 272 | 54 |
| \(10^{19}\) | 0.06665 | 30 | 126 | 73 |

At \(10^{16}\) the matching rule overshoots by a factor 5.6 at 300 K, and at \(10^{19}\) it undershoots. There \(1/\mathrm{Re}\,\kappa_0=63.6\) Å against \(\hbar v_F/\pi kT=62.5\) Å, and at \(N=73.7\), \(Nd=286.6\) Å, \(\mathcal E=0.904\,e^{-4.51}=0.010\). The entry 54 at \(10^{18}\) profits from a node. With \(\mu=0.0173\) eV, \(|z_0|=0.0830\) eV and \(\mathrm{Re}\,\kappa_0=\sqrt{(0.0830-0.0173)/76.2}=0.0294\) Å\(^{-1}\) (decay length 34.0 Å), \(\mathcal E=12.3\,e^{-6.17}=0.026\) at \(Nd=210\) Å. But \(|\mathrm{Im}\,\kappa_0|=\sqrt{(0.0830+0.0173)/76.2}=0.0363\) Å\(^{-1}\), and \(\cos7.62=0.23\) reduces the term to 0.6%. A real band with \(E_F=0.17\) eV, as at \(10^{19}\), may no longer be parabolic, and its actual \(v_F\) then replaces \(2Dk_F/\hbar\).

**Ellipsoids.** For \(E=\sum_i\hbar^2q_i^2/2m_i\), the map \(q_i=p_i\sqrt{m_i/m_d}\) with \(m_d=(m_1m_2m_3)^{1/3}\) has unit Jacobian and gives a sphere of mass \(m_d\). The semi-axes are \(k_F\sqrt{m_i/m_d}\). Six valleys with masses \(0.1,0.1,0.8\,m_e\) (\(m_d=0.2m_e\)) at \(10^{18}\,\mathrm{cm^{-3}}\) have \(k_F=0.03094/6^{1/3}=0.01703\) and semi-axes 0.01204 and 0.03405 Å\(^{-1}\), so the short axis matches at \(N=164\). The Gaussian transform factorizes, and the Boltzmann error of a valley centred on a grid point is \(\sum_{\mathbf R\ne0}\exp(-N^2kT\sum_im_iR_i^2/2\hbar^2)\). At \(N=40\) the four neighbours in the light-mass plane have exponent \(\pi(155.6/136.1)^2=4.11\) and give \(4e^{-4.11}=0.066\). The next four in that plane add \(4e^{-8.2}=0.001\). The other eight neighbours have exponents \(0.9/0.2=4.5\) times larger and are negligible. The explicit grid sum of Boltzmann factors gives 0.0670. With Fermi–Dirac occupation at \(10^{18}\,\mathrm{cm^{-3}}\), where \(\eta=-2.57\), the error is smaller, 0.054.

These estimates hold for the density. Another quantity, such as a response function, needs its own \(F(\mathbf R)\), and if its singularities lie closer to the real \(k\) axis, its grid error decays more slowly.

Numbers in the example were calculated in double precision.
